# Elasticity and sound in a triangular lattice of springs

## The question

Identical point masses $M$ form a triangular lattice of spacing $a$ and move in its plane. Each mass is joined to its six nearest neighbours by central springs of stiffness $K$ and natural length $a$, and there are no other forces.

For small strain $\varepsilon_{ij}=\tfrac12(\partial_i u_j+\partial_j u_i)$, an isotropic sheet has the elastic energy per unit area

$$W=\frac{\lambda}{2}(\varepsilon_{xx}+\varepsilon_{yy})^2+\mu\left(\varepsilon_{xx}^2+\varepsilon_{yy}^2+2\varepsilon_{xy}^2\right),$$

where $\lambda$ and $\mu$ are the two-dimensional Lamé constants, in units of force per length.

## Part (a): elastic energy

*Decide whether the lattice is elastically isotropic to second order in strain. If it is, find $\lambda$ and $\mu$.*

**Answer.** Suppose first that every site follows the uniform strain. A bond along the unit vector $\mathbf n$ then changes from $a\mathbf n$ to $a(\mathbf n+\mathbf d)$, where $\mathbf d$ is linear in the displacement gradients. Its length is $a\sqrt{1+2\mathbf n\cdot\mathbf d+d^2}$, so to first order it grows by $a\,\mathbf n\cdot\mathbf d=a\,n_i\varepsilon_{ij}n_j$. The antisymmetric part of the gradient is a rotation and drops out. First order is enough because the springs are unstressed: their energy starts with the square of the stretch.

The sites do follow the uniform strain. The bonds along $\mathbf n$ and $-\mathbf n$ are stretched equally and pull a site in opposite directions, so no site with all six neighbours feels a net force. This covers an infinite or periodic lattice; at a free edge a boundary layer can relax. The harmonic energy is a sum of squares of expressions linear in the displacements. It is therefore convex, and a force-free state at given mean strain is a minimum.

Write $\mathbf n=(\cos\theta,\sin\theta)$ and define

$$P=\frac{\varepsilon_{xx}+\varepsilon_{yy}}2,\qquad Q=\frac{\varepsilon_{xx}-\varepsilon_{yy}}2,\qquad S=\varepsilon_{xy}.$$

The double-angle formulas give

$$n_i\varepsilon_{ij}n_j=P+Q\cos2\theta+S\sin2\theta .$$

Each bond is shared by two sites, so there are three bonds per site, at $\theta_0$, $\theta_0+60^\circ$ and $\theta_0+120^\circ$. The angles $2\theta$ are then $120^\circ$ apart, and the angles $4\theta$ are $240^\circ$ apart. In both cases the three unit vectors add to zero, so the sums of $\cos2\theta$, $\sin2\theta$, $\cos4\theta$ and $\sin4\theta$ all vanish. With $\cos^22\theta=\tfrac12(1+\cos4\theta)$, $\sin^22\theta=\tfrac12(1-\cos4\theta)$ and $2\sin2\theta\cos2\theta=\sin4\theta$,

$$\sum_{3}(n_i\varepsilon_{ij}n_j)^2=3P^2+\frac32(Q^2+S^2).$$

The orientation $\theta_0$ has disappeared, so the lattice is isotropic at this order. The area per site is $A=\sqrt3a^2/2$, hence

$$W=\frac{Ka^2}{2A}\left[3P^2+\frac32(Q^2+S^2)\right]=\sqrt3K\,P^2+\frac{\sqrt3K}{2}(Q^2+S^2).$$

For the isotropic sheet, insert $\varepsilon_{xx}=P+Q$, $\varepsilon_{yy}=P-Q$ and $\varepsilon_{xy}=S$:

$$W=2\lambda P^2+\mu(2P^2+2Q^2+2S^2)=2(\lambda+\mu)P^2+2\mu(Q^2+S^2).$$

Comparison gives $2\mu=\sqrt3K/2$ and $2(\lambda+\mu)=\sqrt3K$, so

$$\boxed{\lambda=\mu=\frac{\sqrt3}{4}K}$$

## Part (b): uniaxial tension

*The sheet is pulled along $x$ with no stress along $y$. Find the Poisson ratio $\nu=-\varepsilon_{yy}/\varepsilon_{xx}$ and Young's modulus $Y=\sigma_{xx}/\varepsilon_{xx}$. If $x$ lies along a bond row, which bonds carry the load?*

**Answer.** Differentiating $W$ gives $\sigma_{xx}=(\lambda+2\mu)\varepsilon_{xx}+\lambda\varepsilon_{yy}$ and $\sigma_{yy}=(\lambda+2\mu)\varepsilon_{yy}+\lambda\varepsilon_{xx}$. Setting $\sigma_{yy}=0$,

$$\nu=\frac{\lambda}{\lambda+2\mu}=\frac13 .$$

Then $\varepsilon_{yy}=-\varepsilon_{xx}/3$, and with $\lambda=\mu$

$$Y=3\mu-\frac{\mu}{3}=\frac{8\mu}{3}=\frac{2K}{\sqrt3}.$$

For a pull along a bond row, the oblique bonds have $\mathbf n=(\tfrac12,\pm\tfrac{\sqrt3}2)$ and relative stretch

$$\frac14\varepsilon_{xx}+\frac34\varepsilon_{yy}=\frac14\varepsilon_{xx}-\frac14\varepsilon_{xx}=0 .$$

They keep their length, and the rows along $x$ carry the whole load. Each row transmits the force $Ka\varepsilon_{xx}$. The rows are $\sqrt3a/2$ apart, so the force per length is $2K\varepsilon_{xx}/\sqrt3$, in agreement with $Y$.

The value $1/3$ belongs to two dimensions. In a three-dimensional isotropic solid both transverse stresses vanish. The transverse strain $\varepsilon_t$ then obeys $\lambda(\varepsilon_{xx}+2\varepsilon_t)+2\mu\varepsilon_t=0$, so $\nu=\lambda/[2(\lambda+\mu)]$, which is $1/4$ when $\lambda=\mu$.

## Part (c): long waves

*Starting from the motion of the masses, find the speeds of long longitudinal and transverse waves, and compare them with continuum elasticity.*

**Answer.** For small displacements, the neighbour at $\mathbf R+a\mathbf n$ exerts on the mass at $\mathbf R$ the force $K\mathbf n\,\{\mathbf n\cdot[\mathbf u(\mathbf R+a\mathbf n)-\mathbf u(\mathbf R)]\}$. Insert $\mathbf u=\mathbf e\,e^{i(\mathbf q\cdot\mathbf R-\omega t)}$ into Newton's equation:

$$-M\omega^2\mathbf e=K\sum_{6}\mathbf n(\mathbf n\cdot\mathbf e)\left(e^{ia\mathbf q\cdot\mathbf n}-1\right).$$

The terms for $\mathbf n$ and $-\mathbf n$ share the factor $\mathbf n(\mathbf n\cdot\mathbf e)$, and their exponentials add to $2\cos(a\mathbf q\cdot\mathbf n)$. Hence $\omega^2\mathbf e=D\mathbf e$ with

$$D_{ij}(\mathbf q)=\frac{2K}{M}\sum_{3}n_in_j\left[1-\cos(a\mathbf q\cdot\mathbf n)\right].$$

For $qa\ll1$ the bracket is $\tfrac12a^2(\mathbf q\cdot\mathbf n)^2$. Let $\phi$ be the angle from $\mathbf q$ to $\mathbf n$. In axes parallel (L) and perpendicular (T) to $\mathbf q$, the elements of $D$ are $Ka^2q^2/M$ times the sums

$$\begin{aligned}
\text{LL:}\quad&\sum_3\cos^4\phi=\sum_3\frac{3+4\cos2\phi+\cos4\phi}{8}=\frac98,\\
\text{TT:}\quad&\sum_3\cos^2\phi\sin^2\phi=\sum_3\frac{1-\cos4\phi}{8}=\frac38,\\
\text{LT:}\quad&\sum_3\cos^3\phi\sin\phi=\sum_3\frac{2\sin2\phi+\sin4\phi}{8}=0 .
\end{aligned}$$

The vanishing LT element makes the waves purely longitudinal and purely transverse in this limit. For every direction of $\mathbf q$,

$$c_L^2=\frac{9Ka^2}{8M},\qquad c_T^2=\frac{3Ka^2}{8M},\qquad\boxed{\frac{c_L}{c_T}=\sqrt3}$$

The continuum equation is $\rho\ddot{\mathbf u}=(\lambda+\mu)\nabla(\nabla\cdot\mathbf u)+\mu\nabla^2\mathbf u$ with $\rho=M/A=2M/(\sqrt3a^2)$. A longitudinal plane wave feels both terms and a transverse one the second alone, so

$$\frac{\lambda+2\mu}{\rho}=\frac{3\sqrt3K}{4}\,\frac{\sqrt3a^2}{2M}=\frac{9Ka^2}{8M},\qquad
\frac{\mu}{\rho}=\frac{\sqrt3K}{4}\,\frac{\sqrt3a^2}{2M}=\frac{3Ka^2}{8M}.$$

Both agree with the lattice result.

## Part (d): shorter waves

*Find the frequencies for $\mathbf q$ along a bond and perpendicular to a bond. Does the isotropy survive the first correction in $qa$?*

**Answer.** Take the bonds $(1,0)$ and $(\tfrac12,\pm\tfrac{\sqrt3}2)$. In both directions the two oblique bonds cancel in $D_{xy}$. For $\mathbf q$ along $x$, the phases $a\mathbf q\cdot\mathbf n$ are $qa$ and, twice, $qa/2$:

$$\omega_L^2=D_{xx}=\frac KM\left[3-2\cos qa-\cos\frac{qa}2\right],\qquad
\omega_T^2=D_{yy}=\frac{3K}M\left[1-\cos\frac{qa}2\right].$$

For $\mathbf q$ along $y$, the horizontal bond has zero phase and the oblique ones have $\pm\sqrt3qa/2$:

$$\omega_L^2=D_{yy}=\frac{3K}M\left[1-\cos\frac{\sqrt3qa}2\right],\qquad \omega_T^2=D_{xx}=\frac13\,\omega_L^2 .$$

Expand with $1-\cos z\simeq z^2/2-z^4/24$ and $x=qa$. Along a bond,

$$\begin{aligned}
\frac{M\omega_L^2}{K}&\simeq\left(x^2-\frac{x^4}{12}\right)+\left(\frac{x^2}8-\frac{x^4}{384}\right)=\frac98x^2\left(1-\frac{11}{144}x^2\right),\\
\frac{M\omega_T^2}{K}&\simeq3\left(\frac{x^2}8-\frac{x^4}{384}\right)=\frac38x^2\left(1-\frac{x^2}{48}\right).
\end{aligned}$$

Perpendicular to a bond, $z^2=3x^2/4$, and both squares carry the factor $1-z^2/12=1-x^2/16$. A square root halves each correction. Thus $\omega\simeq cq[1-s(qa)^2]$, with $s=11/288$ (L) and $1/96$ (T) along a bond, and $s=1/32$ for both waves perpendicular to it. The coefficients depend on direction, so isotropic sound is a long-wave property.

## Part (e): bonds under tension

*The lattice is now held at spacing $a$ by forces on its boundary, with a tension $T$ in every bond. Here $K$ is the second derivative of the bond energy at length $a$. Find $c_L/c_T$ in terms of $t=T/(Ka)$.*

**Answer.** Let the ends of a bond be displaced relative to each other by $\delta_\parallel$ along the bond and $\delta_\perp$ across it. To second order the length changes by $\delta_\parallel+\delta_\perp^2/(2a)$, and the bond energy by

$$T\delta_\parallel+\frac{T}{2a}\delta_\perp^2+\frac K2\delta_\parallel^2 .$$

The linear term gives constant forces, which cancel between opposite bonds. The second term is a transverse stiffness $T/a=Kt$, so $Kn_in_j$ in $D$ becomes $K[n_in_j+t(\delta_{ij}-n_in_j)]$.

The L and T diagonal elements of $\delta_{ij}-n_in_j$ are $\sin^2\phi$ and $\cos^2\phi$. Multiplied by the factor $\cos^2\phi$ from $(\mathbf q\cdot\mathbf n)^2$ and summed, they give $3/8$ and $9/8$; the LT sum again vanishes. Therefore

$$c_L^2=\frac{Ka^2}{8M}(9+3t),\qquad c_T^2=\frac{Ka^2}{8M}(3+9t),\qquad \frac{c_L}{c_T}=\sqrt{\frac{3+t}{1+3t}} .$$

The sound stays isotropic, but the ratio is $\sqrt3$ only at $t=0$. Tension stiffens the transverse wave more than the longitudinal one. Under compression $c_T^2$ falls, and it turns negative for $t<-1/3$, where the lattice is unstable against transverse waves. The instability is not confined to long waves: for $\mathbf q$ perpendicular to a bond, $\omega_T^2=(K/M)(1+3t)\left[1-\cos(\sqrt3qa/2)\right]$, so this whole branch goes soft at $t=-1/3$.

This threshold holds for waves in a lattice confined to its plane. If the masses can leave the plane, each bond resists that motion with the stiffness $T/a=Kt$ alone. Then $\omega^2=(2Kt/M)\sum_3[1-\cos(a\mathbf q\cdot\mathbf n)]$ is negative for any $t<0$, so a free sheet buckles under compression long before $t=-1/3$. The boundary matters as well. If the boundary forces keep a fixed direction, a small rigid rotation moves the ends of every bond across the bond, so the term $T\delta_\perp^2/(2a)$ makes a finite piece unstable against rotation for any $t<0$.

## Part (f): numbers

*Take the model values $a=5$ bohr, $K=0.02$ hartree/bohr² and $M=50\,000$ electron masses. Evaluate the elastic constants and sound speeds, the slowing $1-\omega/(cq)$ at $qa=0.5$, and the velocity ratio for $t=0.05$.*

**Answer.** The elastic constants are

$$\lambda=\mu=\frac{1.7321\times0.02}{4}=0.00866\ \text{hartree/bohr}^2=13.48\ \text{N/m},$$

and $Y=2\times0.02/1.7321=0.0231$ hartree/bohr².

For the unstressed lattice $Ka^2/M=0.02\times25/50\,000=1.0\times10^{-5}$ in atomic units, so

$$\begin{aligned}
c_L&=\sqrt{1.125\times10^{-5}}=3.354\times10^{-3}\ \text{a.u.}=7338\ \text{m/s},\\
c_T&=\sqrt{0.375\times10^{-5}}=1.936\times10^{-3}\ \text{a.u.}=4236\ \text{m/s}.
\end{aligned}$$

At $qa=0.5$ the wavelength is $2\pi a/0.5\approx12.6\,a$. The full frequencies of part (d) lie below $cq$ by 0.95 % (L) and 0.26 % (T) along a bond, and by 0.78 % for both waves perpendicular to it. The leading term accounts for nearly all of this: for the first value, $11/288\times0.25=0.0095$.

For $t=0.05$ the ratio is $\sqrt{3.05/1.15}=1.63$, against 1.73 without tension. A tension of 5 % of $Ka$ thus lowers the velocity ratio by about 6 %.

All numerical values are calculated from the stated model.
